# How homogeneous strain splits a fourfold acceptor level

A shallow single acceptor on a lattice site of silicon or germanium, such as boron, binds one hole, whose ground level is fourfold degenerate. The level belongs to the representation \(\Gamma_8\) of the tetrahedral site group, so a basis can be chosen in which the symmetry operations and time reversal act as they do on a spin 3/2. Let \(J_x,J_y,J_z\) be the spin-3/2 matrices in that basis, with \(\hbar=1\) and axes along the cubic axes.

The crystal is given a small homogeneous strain, a symmetric tensor \(e_{ij}\). Here \(e_{xy}\) is the tensor shear, half the engineering shear. No magnetic field acts, and the level stays well separated from all others. Energies are hole energies, in eV or its submultiples. The problem is to find how many levels result, how far apart they lie, and for which strains the answer could fail.

**(a) Find the most general Hamiltonian linear in strain within the four states.**

*Solution.* The Hermitian \(4\times4\) matrices form a real space of dimension 16. Sorted by their behaviour under rotations, they are tensors of rank 0, 1, 2 and 3 built from \(J\), with \(1+3+5+7=16\) members. Time reversal \(T\) changes the sign of \(J\), so a tensor of rank \(k\), a symmetrized product of \(k\) factors \(J_i\), gains \((-1)^k\). Strain does not change under time reversal, so it can couple to even ranks only. These six operators are spanned by the unit matrix, the squares \(J_i^2\), which obey \(J_x^2+J_y^2+J_z^2=15/4\), and the three products \(J_iJ_j+J_jJ_i\) with \(i\neq j\).

Cubic symmetry fixes the rest. Inversion changes neither \(e_{ij}\) nor \(J\), so rotations suffice.

- Under half-turns about the cubic axes, \(e_{xy}\) is even for the \(z\) axis and odd for the \(x\) and \(y\) axes. Among the six operators, \(J_xJ_y+J_yJ_x\) alone has these signs. The threefold rotations give the other two shears the same constant.
- The component \(e_{xx}\) is even under all three half-turns, so it couples to the unit matrix and the squares. A quarter-turn about \(x\) exchanges \(J_y^2\) and \(J_z^2\) and leaves \(e_{xx}\) alone, so these two enter as the sum \(J_y^2+J_z^2=15/4-J_x^2\). What remains is a constant plus a multiple of \(J_x^2-5/4\). The threefold rotations again give the other axes the same constants.

With three real constants \(a',b',d'\), called deformation potentials,

\[
H=a'\,\mathrm{Tr}\,e+b'\sum_i\left(J_i^2-\tfrac54\right)e_{ii}+\frac{d'}{\sqrt3}\sum_{i<j}(J_iJ_j+J_jJ_i)\,e_{ij}.
\]

The subtraction of 5/4 makes the second term traceless, so \(a'\) alone moves the mean energy. The factor \(1/\sqrt3\) is a convention that part (b) makes convenient.

**(b) Define**

\[
\Gamma_1=\frac{J_yJ_z+J_zJ_y}{\sqrt3},\quad
\Gamma_2=\frac{J_zJ_x+J_xJ_z}{\sqrt3},\quad
\Gamma_3=\frac{J_xJ_y+J_yJ_x}{\sqrt3},
\]
\[
\Gamma_4=\frac{J_x^2-J_y^2}{\sqrt3},\quad
\Gamma_5=J_z^2-\tfrac54 .
\]

**Find these matrices explicitly and determine their anticommutators.**

*Solution.* Order the states as \(m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\). The raising operator \(J_+=J_x+iJ_y\) has the elements \(\sqrt3,2,\sqrt3\) just above the diagonal. Its square therefore has two non-zero elements, \((J_+^2)_{13}=(J_+^2)_{24}=2\sqrt3\). Since

\[
J_+^2=J_x^2-J_y^2+i(J_xJ_y+J_yJ_x),
\]

the Hermitian part of \(J_+^2\) gives \(\Gamma_4\), with elements \(13\) and \(24\) equal to \(\tfrac12\cdot2\sqrt3/\sqrt3=1\). The other part gives \(\Gamma_3\), where the same elements are \(1/i=-i\). The elements below the diagonal are the complex conjugates.

For products with \(J_z\), use \((J_zJ_x+J_xJ_z)_{mm'}=(m+m')(J_x)_{mm'}\). The neighbouring pairs have \(m+m'=2,0,-2\), while \((J_x)_{12}=(J_x)_{34}=\sqrt3/2\). So \((\Gamma_2)_{12}=1\), \((\Gamma_2)_{23}=0\) and \((\Gamma_2)_{34}=-1\). With \((J_y)_{12}=(J_y)_{34}=-i\sqrt3/2\), likewise \((\Gamma_1)_{12}=-i\) and \((\Gamma_1)_{34}=i\). Finally \(\Gamma_5=\mathrm{diag}(1,-1,-1,1)\).

Let the Pauli matrices \(\tau\) act on the choice between the first and the last two states, and \(\sigma\) on the position within each pair. Then

\[
\Gamma_1=\tau_z\sigma_y,\quad \Gamma_2=\tau_z\sigma_x,\quad \Gamma_3=\tau_y,\quad \Gamma_4=\tau_x,\quad \Gamma_5=\tau_z\sigma_z .
\]

Each matrix squares to one. The matrices \(\tau_x\) and \(\tau_y\) anticommute with each other and with anything containing \(\tau_z\). The remaining three share \(\tau_z\), with \(\tau_z^2=1\), and anticommute because the \(\sigma\) matrices do. Thus

\[
\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}.
\]

All five are traceless, and the trace of this relation gives \(\mathrm{Tr}\,\Gamma_a\Gamma_b=4\delta_{ab}\). They are therefore linearly independent of each other and of the unit matrix, and the six together span the time-even operators of part (a).

**(c) Write \(H\) in these matrices and find its eigenvalues.**

*Solution.* From the definitions, \(J_x^2+J_y^2=15/4-J_z^2=5/2-\Gamma_5\) and \(J_x^2-J_y^2=\sqrt3\,\Gamma_4\). Half the sum and half the difference give

\[
J_x^2-\tfrac54=-\tfrac12\Gamma_5+\tfrac{\sqrt3}{2}\Gamma_4,\qquad
J_y^2-\tfrac54=-\tfrac12\Gamma_5-\tfrac{\sqrt3}{2}\Gamma_4 .
\]

Collecting terms,

\[
H=a'\,\mathrm{Tr}\,e+M,\qquad M=\sum_{a=1}^5h_a\Gamma_a,
\]
\[
h_1=d'e_{yz},\quad h_2=d'e_{zx},\quad h_3=d'e_{xy},
\]
\[
h_4=\tfrac{\sqrt3}{2}b'(e_{xx}-e_{yy}),\quad h_5=b'\left[e_{zz}-\tfrac12(e_{xx}+e_{yy})\right].
\]

In the square of \(M\) the cross terms cancel in pairs:

\[
M^2=\tfrac12\sum_{a,b}h_ah_b(\Gamma_a\Gamma_b+\Gamma_b\Gamma_a)=\sum_ah_a^2\equiv|h|^2 .
\]

Every eigenvalue of \(M\) is therefore \(+|h|\) or \(-|h|\). Since \(\mathrm{Tr}\,M=0\), each sign occurs twice when \(|h|\neq0\). The energies are

\[
E_\pm=a'\,\mathrm{Tr}\,e\pm|h|,\qquad \Delta=E_+-E_-=2|h| .
\]

To write \(|h|\) symmetrically in the three axes, set \(p=e_{yy}-e_{zz}\) and \(q=e_{zz}-e_{xx}\). Then \(h_5=b'(q-p)/2\), \(e_{xx}-e_{yy}=-(p+q)\), and

\[
h_4^2+h_5^2=b'^2\left[\tfrac34(p+q)^2+\tfrac14(q-p)^2\right]=b'^2(p^2+q^2+pq)=\tfrac{b'^2}{2}\left[p^2+q^2+(p+q)^2\right].
\]

Hence

\[
|h|^2=\frac{b'^2}{2}\left[(e_{xx}-e_{yy})^2+(e_{yy}-e_{zz})^2+(e_{zz}-e_{xx})^2\right]+d'^2\left(e_{xy}^2+e_{yz}^2+e_{zx}^2\right).
\]

**(d) Show that each twofold level is a Kramers doublet.**

*Solution.* On a spin 3/2, time reversal is antiunitary with \(T^2=-1\). Each \(\Gamma_a\) is quadratic in \(J\) with real coefficients and Hermitian symmetrization, so it commutes with \(T\), and so does \(H\). If \(\psi\) has energy \(E\), then \(T\psi\) has energy \(E\) too. Antiunitarity means \(\langle T\phi|T\chi\rangle=\langle\chi|\phi\rangle\). With \(\phi=\psi\) and \(\chi=T\psi\),

\[
\langle T\psi|T^2\psi\rangle=\langle T\psi|\psi\rangle .
\]

The left side is \(-\langle T\psi|\psi\rangle\), so the overlap vanishes. The states \(\psi\) and \(T\psi\) are orthogonal and fill the two-dimensional eigenspace, which is thus one Kramers pair. The projectors on the two pairs are

\[
P_\pm=\tfrac12\left(1\pm M/|h|\right),
\]

as follows from \(M=\pm|h|\) on the two eigenspaces.

**(e) For which strains does the linear splitting vanish? Find a lower bound for it.**

*Solution.* Split the strain into a hydrostatic part and a deviator, \(e=\tfrac13(\mathrm{Tr}\,e)\,1+\bar e\). The hydrostatic part drops out of \(|h|\). Let \(\bar e_i\) be the diagonal entries of the deviator. From \(\sum_i\bar e_i=0\) follows \(2\sum_{i<j}\bar e_i\bar e_j=-\sum_i\bar e_i^2\), so

\[
\sum_{i<j}(\bar e_i-\bar e_j)^2=2\sum_i\bar e_i^2-2\sum_{i<j}\bar e_i\bar e_j=3\sum_i\bar e_i^2 .
\]

Let \(\|\bar e\|^2\) be the sum of all nine squared entries, in which each shear appears twice. Then

\[
|h|^2=\tfrac32b'^2\sum_i\bar e_i^2+\tfrac12d'^2\left(2\sum_{i<j}e_{ij}^2\right),
\]
\[
\Delta\ge2\kappa\|\bar e\|,\qquad \kappa=\min\left(\sqrt{\tfrac32}\,|b'|,\ \frac{|d'|}{\sqrt2}\right).
\]

If \(b'\) and \(d'\) are both non-zero, every strain with a non-zero deviator splits the level into two doublets. This condition is needed. For \(d'=0\), a pure shear on the cubic axes gives no linear splitting. For \(b'=0\), a diagonal strain gives none. If \(|d'|=\sqrt3|b'|\), the two coefficients agree and the splitting depends on the size of the deviator alone.

**(f) Can terms beyond linear order undo the result? Estimate them with one excited doublet.**

*Solution.* While the level stays isolated, its four states have an effective Hamiltonian that depends smoothly on strain and is even under \(T\). By part (b) it must again have the form \(h_0(e)+\sum_ah_a(e)\Gamma_a\), so it gives two doublets unless the vector \(h(e)\) vanishes.

Write \(h(e)=h^{\rm lin}(\bar e)+R(e)\). The first derivatives of \(R\) vanish at zero strain, so near it they are bounded by \(K\|e\|\) with some constant \(K\). A purely hydrostatic strain keeps the cubic symmetry and hence the fourfold level, so \(R=0\) there. Integrating from the hydrostatic part of \(e\) to \(e\) itself, along the deviator, gives \(|R|\le K\|e\|\|\bar e\|\). Therefore

\[
|h(e)|\ge(\kappa-K\|e\|)\,\|\bar e\|,
\]

which is positive for any non-zero deviator if the strain lies in the neighbourhood where \(K\) applies and \(\|e\|<\kappa/K\). At larger strain this argument no longer excludes an accidental crossing.

For an estimate, add a \(\Gamma_7\) doublet at energy \(G\) above the ground level. Model the six states as an orbital triplet \(L=1\) times spin 1/2, where the quartet has \(j=3/2\) and the doublet \(j=1/2\). Within the quartet, the rank-2 tensors built from \(L\) are proportional to those built from \(J\). In the state \(m=3/2\), \(L_z^2-2/3=1/3\) while \(J_z^2-5/4=1\). So the \(J\) tensors in \(H\) are replaced by three times the \(L\) tensors. This assumes that the same constants govern the coupling to the doublet.

For stress along [001], \(e_{xx}=e_{yy}\) and the shears vanish. With \(\eta=b'(e_{zz}-e_{xx})\) the strain term becomes \(3\eta(L_z^2-2/3)\), equal to \(\eta\) for \(m_L=\pm1\) and \(-2\eta\) for \(m_L=0\). The states with \(m=1/2\) are

\[
|\tfrac32\rangle_j=\sqrt{\tfrac23}\,|0\!\uparrow\rangle+\sqrt{\tfrac13}\,|1\!\downarrow\rangle,\qquad
|\tfrac12\rangle_j=\sqrt{\tfrac23}\,|1\!\downarrow\rangle-\sqrt{\tfrac13}\,|0\!\uparrow\rangle ,
\]

where the subscript marks the label as \(j\). Their diagonal strain energies are \(-\eta\) and \(0\), and their coupling is \(\tfrac{\sqrt2}{3}(\eta+2\eta)=\sqrt2\,\eta\). To leading order the \(m=\pm1/2\) doublet is thus lowered by \(2\eta^2/G\), while \(m=\pm3/2\) stays at \(\eta\). For \(\eta>0\) the lowered doublet is the ground doublet and the splitting grows. For \(\eta<0\) it is the upper one and the splitting shrinks.

**(g) Find the splitting for a uniaxial stress \(\sigma\) along a unit vector \(n\).**

*Solution.* The stress tensor is \(\sigma n_in_j\). Hooke's law for a cubic crystal gives, for \(i\neq j\),

\[
e_{ii}-e_{jj}=\frac{\sigma(n_i^2-n_j^2)}{C_{11}-C_{12}},\qquad e_{ij}=\frac{\sigma n_in_j}{2C_{44}} .
\]

Let \(s=\sum_{i<j}n_i^2n_j^2\). Since \(\sum_in_i^4=1-2s\), the squared differences add up to \(\sum_{i<j}(n_i^2-n_j^2)^2=2(1-2s)-2s=2-6s\). With \(\Delta^2=4|h|^2\),

\[
\Delta^2=(1-3s)\,\Delta_{001}^2+3s\,\Delta_{111}^2,
\]
\[
\Delta_{001}=\frac{2|b'\sigma|}{C_{11}-C_{12}},\qquad \Delta_{111}=\frac{|d'\sigma|}{\sqrt3\,C_{44}} .
\]

Here \(s=0\) for [001], \(1/3\) for [111] and \(1/4\) for [110]. In this linear theory \(\Delta\) is the same for compression and tension, but the order of the doublets is reversed.

**(h) Evaluate the splitting for boron in silicon under 50 MPa compression along [110], at 1 K. What does the model neglect?**

*Solution.* As inputs for the example, take the rough values \(b'=-1.4\) eV, \(d'=-3.7\) eV and \(C_{11},C_{12},C_{44}=166,64,80\) GPa. With \(\sigma=-0.050\) GPa, Hooke's law gives

\[
e_{xx}=e_{yy}=-1.384\times10^{-4},\quad e_{zz}=1.067\times10^{-4},\quad e_{xy}=-1.563\times10^{-4}.
\]

The non-zero components are

\[
h_3=(-3.7)(-1.563\times10^{-4})\ \text{eV}=0.578\ \text{meV},
\]
\[
h_5=(-1.4)(2.451\times10^{-4})\ \text{eV}=-0.343\ \text{meV}.
\]

So \(|h|=\sqrt{0.578^2+0.343^2}=0.672\) meV, and \(\Delta=1.34\) meV. At the same stress the formulas of part (g) give 1.37 meV along [001] and 1.34 meV along [111]. The near equality comes from the chosen constants, for which \(\Delta_{001}\) and \(\Delta_{111}\) happen to be close.

The character of the lower doublet follows from

\[
(J\cdot n)^2-\tfrac54=\tfrac{\sqrt3}{2}\Gamma_3-\tfrac12\Gamma_5,\qquad n=[110]/\sqrt2 .
\]

In the lower doublet the mean of \(\Gamma_a\) is \(-h_a/|h|\), so the mean of \((J\cdot n)^2\) is

\[
\frac54-\frac{0.866\times0.578+0.5\times0.343}{0.672}\approx0.25 .
\]

The lower doublet is thus close to the pair with projection \(\pm1/2\) on the stress axis.

Numerical diagonalization of the six-state model, with a rough \(G=23\) meV, raises the splitting by 0.038 meV, or 2.8% of the linear value. At 1 K, \(kT=0.086\) meV, and the thermal fraction in the upper doublet is about \(e^{-\Delta/kT}\), of order \(10^{-7}\). Only the order of magnitude is meaningful, since a change of 10% in \(\Delta\) changes this fraction by a factor of about five.

A magnetic field is odd under \(T\) and can split the doublets. Take an isotropic Zeeman term \(g\mu_BB\,(J\cdot n)\) with a rough \(g=1.1\) and \(B=50\) µT, about the Earth's field, along the stress axis. Diagonalization gives splittings of 0.0032 µeV in the lower doublet and 0.0096 µeV in the upper one, near the ratio 1:3 of projections 1/2 and 3/2.

In a real sample the strain and the surroundings are not uniform. An assumed residual [001] strain with \(e_{zz}=10^{-6}\) and \(e_{xx}=e_{yy}=-e_{zz}/2\) would alone split the level by 4.2 µeV. At a density of \(10^{15}\ \text{cm}^{-3}\), one acceptor occupies a sphere of radius \(R=62\) nm. With the relative permittivity taken as 11.7, an ion at that distance produces a field \(F=0.32\) kV/cm. Tetrahedral symmetry allows a linear coupling \(p\sum_iF_i\Gamma_i\), \(i=1,2,3\). For a rough \(p=0.005\ e\,\)nm its splitting \(2pF\) is 0.3 µeV. The field gradient contributes of order \(ea^2F/R\approx2\) µeV, where \(a=1.8\) nm is the decay length for a binding energy of 45 meV and a hole mass of 0.25 free-electron masses, both rough. The overlap energy with a neighbour at \(R\), of order \(45\ \text{meV}\times e^{-R/a}\), is negligible, though closer pairs interact more strongly.

These static strains and electric fields are even under \(T\). For an ion at the distance \(R\), these estimates put the shift of \(\Delta\) below 1%, though a closer ion can shift it more. Each doublet stays degenerate. Near a gate the field can be much larger: at 10 kV/cm the linear term alone reaches \(2pF=10\) µeV. Terms quadratic in the field are not included and may be larger there. Their energy scale, \((eFa)^2\) divided by the binding energy, is about 75 µeV, though only part of this splits the level. In such a field the hole can also tunnel out of the acceptor, which the model leaves out. The rough material constants matter more in this example, since raising the magnitudes of both \(b'\) and \(d'\) by 10% raises \(\Delta\) by 10%. Coupling to lattice vibrations is left out and has not been sized.

All numerical values are calculated from the stated model.
